\section*{Sequential Ni2Si and NiSi growth from a finite nickel film}

\section*{Question}

A planar nickel film of thickness \(h_0=30\) nm lies on a silicon substrate thick enough never to be used up. On heating, the film can form Ni\(_2\)Si and NiSi, stacked in the order
\[
\text{Ni}\;|\;\text{Ni}_2\text{Si}\;|\;\text{NiSi}\;|\;\text{Si}.
\]
Let \(n_1\) and \(n_2\) be the numbers of formula units of Ni\(_2\)Si and NiSi per unit area, and \(N_0\) the initial number of Ni atoms per unit area. The layers are dense and uniform, no nickel is lost, and nickel is the only mobile species.

Use the rough volumes \(v_{\rm Ni}=0.011\), \(v_1=0.033\) and \(v_2=0.024\) nm\(^3\) per Ni atom, Ni\(_2\)Si unit and NiSi unit, and \(v_{\rm Si}=0.02002\) nm\(^3\) per Si atom.

Transport is quasi-steady: each layer carries a nickel flux that is uniform across it. A flux driven by a fixed difference of chemical potential is inversely proportional to layer thickness, and thickness is proportional to the number of formula units. The flux through Ni\(_2\)Si is therefore
\[
J_1=\frac{k_1}{n_1}.
\]
For NiSi, a fraction \(\theta\) of the available potential difference drives the reaction at the NiSi/Si interface and the rest drives diffusion:
\[
J_2=\frac{k_2(1-\theta)}{n_2},\qquad J_2=R_2\theta .
\]
Direct reaction of Ni\(_2\)Si with Si, when no NiSi lies between them, is fast and leaves \(k_1\) unchanged. The kinetic coefficients are round model values, not data for a stated temperature: \(v_1^2k_1=4.5\) nm\(^2\)/s, \(v_2^2k_2=1.0\) nm\(^2\)/s and \(R_2=1.0\) nm\(^{-2}\)s\(^{-1}\).

\begin{enumerate}
\item[(a)] What does conservation of nickel say about the two layers when the metallic film has just been used up? Calculate both thicknesses, and the silicon consumed, if NiSi does not form before that moment.
\item[(b)] Derive the rate equations for \(n_1\) and \(n_2\) while both layers and the metal are present.
\item[(c)] Find the condition under which NiSi is absent throughout the first stage. Does the 30 nm film meet it?
\item[(d)] Find the duration of each stage and the final thickness of NiSi.
\item[(e)] Repeat the calculation of both thicknesses at nickel exhaustion for the same film with no interface barrier, \(R_2\to\infty\).
\item[(f)] Restore the barrier and treat a film of 90 nm.
\end{enumerate}

\section*{Model answers}

\subsection*{(a) The atom balance}

The film contains
\[
N_0=\frac{h_0}{v_{\rm Ni}}=\frac{30}{0.011}=2727.3\ \text{nm}^{-2}.
\]
Each unit of Ni\(_2\)Si holds two Ni atoms and each unit of NiSi holds one. When no metal is left,
\begin{equation}
2n_1+n_2=N_0. \label{balance}
\end{equation}
This is one equation for two unknowns. Full consumption of the metal does not by itself fix the layers; the sequence of formation supplies the missing condition. If NiSi has not formed, \(n_2=0\) and \(n_1=N_0/2=1363.6\) nm\(^{-2}\). Multiplication by the volume per unit gives
\begin{equation}
x_1=v_1n_1=\frac{v_1}{2v_{\rm Ni}}h_0,\qquad x_2=v_2n_2=0. \label{strict}
\end{equation}
The numbers are
\[
x_1=\frac{0.033}{2(0.011)}\,(30\ \text{nm})=45\ \text{nm}=450\ \text{\AA},\qquad x_2=0 .
\]

Both silicides contain one Si atom per unit, so the silicon consumed is
\[
x_{\rm Si}=v_{\rm Si}(n_1+n_2)=0.02002\times1363.6\ \text{nm}=27.3\ \text{nm}.
\]
The 30 nm of nickel and 27.3 nm of silicon become 45 nm of silicide. The outer surface therefore sinks by about 12 nm relative to the deep substrate.

The volumes are rounded to two figures. Half a unit in the last digit is 4.5\% of \(v_{\rm Ni}\) and 1.5\% of \(v_1\), so rounding alone can shift \(x_1\) by about 6\%, or 3 nm. Further digits below serve to follow the arithmetic.

\subsection*{(b) The rate equations}

Follow the nickel, with fluxes counted positive towards the silicon. At the Ni\(_2\)Si/NiSi interface \(J_1\) arrives and \(J_2\) leaves. The difference is used in
\[
\text{NiSi}+\text{Ni}\rightarrow\text{Ni}_2\text{Si},
\]
which creates \(J_1-J_2\) units of Ni\(_2\)Si per area and time and destroys as many units of NiSi. A negative difference means that the reaction runs backwards. At the NiSi/Si interface \(J_2\) arrives and is used in
\[
\text{Ni}+\text{Si}\rightarrow\text{NiSi},
\]
which creates \(J_2\) units of NiSi. Adding the contributions,
\begin{align}
\frac{dn_1}{dt}&=J_1-J_2, \label{r1}\\
\frac{dn_2}{dt}&=J_2-(J_1-J_2)=2J_2-J_1. \label{r2}
\end{align}
Two checks follow. The nickel held in the silicides changes at the rate \(2(J_1-J_2)+(2J_2-J_1)=J_1\), the supply from the metal. The silicon held in them changes at the rate \((J_1-J_2)+(2J_2-J_1)=J_2\), as the reaction at the silicon requires.

NiSi thus grows at one interface and is eaten at the other. It gains when \(J_2>J_1/2\) and shrinks when \(J_2<J_1/2\).

\subsection*{(c) When the sequence is strict}

Eliminate \(\theta=J_2/R_2\) from the diffusion law:
\[
J_2n_2=k_2\left(1-\frac{J_2}{R_2}\right)
\quad\Rightarrow\quad
J_2\left(n_2+\frac{k_2}{R_2}\right)=k_2 .
\]
Hence
\begin{equation}
J_2=\frac{k_2}{n_2+s},\qquad s=\frac{k_2}{R_2}. \label{series}
\end{equation}
The barrier acts like an extra amount \(s\) of NiSi in series with the real layer. Even a vanishingly thin layer passes no more than \(R_2\).

Now place a very thin NiSi embryo between Ni\(_2\)Si and Si. With \(n_2\to0\), equation (\ref{r2}) becomes
\[
\frac{dn_2}{dt}=2R_2-\frac{k_1}{n_1}.
\]
The embryo shrinks as long as
\begin{equation}
n_1<n_{1c}=\frac{k_1}{2R_2}. \label{critical}
\end{equation}
Thin Ni\(_2\)Si delivers nickel so fast that the embryo is converted before it can replace itself at the silicon. In a strict first stage \(n_1\) rises to \(N_0/2\). The metal therefore runs out before NiSi can grow if \(N_0/2\le n_{1c}\), or
\begin{equation}
N_0\le\frac{k_1}{R_2},\qquad
h_0\le h_c=\frac{v_{\rm Ni}k_1}{R_2}. \label{hc}
\end{equation}

For the given values \(k_1=4.5/0.033^2=4132.2\) nm\(^{-4}\)s\(^{-1}\), so
\[
n_{1c}=\frac{4132.2}{2(1.0)}=2066.1\ \text{nm}^{-2},\qquad
v_1n_{1c}=68.2\ \text{nm},
\]
and \(h_c=0.011\times4132.2\) nm \(=45.5\) nm. The 30 nm film lies below this limit: its Ni\(_2\)Si stops at 45 nm, short of the 68 nm needed. The assumption made in part (a) is justified within this model, and the answer stands at 45 nm of Ni\(_2\)Si and no NiSi. The margin is modest: by (\ref{hc}) the 30 nm film stays strict only for \(R_2\le k_1/N_0=1.5\) nm\(^{-2}\)s\(^{-1}\), so the verdict depends on the chosen value of \(R_2\).

The condition concerns growth, not nucleation. A nucleation barrier for NiSi, left out here, would delay it further and could keep the sequence strict in thicker films as well.

The balance was tested by moving Ni atoms one at a time along a column of fixed Si sites, each holding zero, one or two Ni atoms. The flux laws are inputs to this count; the growth equations (\ref{r1}) and (\ref{r2}) are not. It gives 44.98 nm of Ni\(_2\)Si and 0.024 nm of NiSi, which is one leftover unit per nm\(^2\). At least one unit must remain because the count starts with an odd number of atoms, 2727. The tests also confirm that, at nickel exhaustion, a film of \(0.95h_c\) holds at most five units of NiSi per nm\(^2\), while a film of \(1.3h_c\) holds a layer of the size predicted by the solution in part (f).

\subsection*{(d) Durations and the end of the second stage}

In the strict first stage, Ni\(_2\)Si touches silicon directly and grows by \(2\text{Ni}+\text{Si}\rightarrow\text{Ni}_2\text{Si}\). Two Ni atoms are needed per unit:
\[
2\frac{dn_1}{dt}=\frac{k_1}{n_1}
\quad\Rightarrow\quad
2n_1\,dn_1=k_1\,dt
\quad\Rightarrow\quad
n_1^2=k_1t,
\]
starting from \(n_1=0\). In terms of thickness, \(x_1^2=v_1^2k_1t\), the parabolic law. Setting \(n_1=N_0/2\),
\begin{equation}
t_1=\frac{N_0^2}{4k_1}=\frac{2727.3^2}{4(4132.2)}\ \text{s}=450\ \text{s}. \label{t1}
\end{equation}

This time depends on the assumption that \(k_1\) is the same with and without NiSi. The thicknesses in (\ref{strict}) do not contain \(k_1\) and are unaffected, provided the sequence remains strict.

Once the metal is gone, \(J_1=0\). The obstacle to NiSi vanishes at once, since (\ref{r2}) becomes \(dn_2/dt=2J_2>0\). Each Ni atom that leaves Ni\(_2\)Si produces two units of NiSi: one where it left and one where it reacts with silicon. With (\ref{series}),
\[
(n_2+s)\,dn_2=2k_2\,dt .
\]
The stage ends when \(n_1=0\), which by (\ref{balance}) means \(n_2=N_0\). Integrating from 0 to \(N_0\),
\[
\frac{N_0^2}{2}+sN_0=2k_2t_2,
\]
and division by \(2k_2\), with \(s/k_2=1/R_2\), gives
\begin{equation}
t_2=\frac{N_0^2}{4k_2}+\frac{N_0}{2R_2}. \label{t2}
\end{equation}
Here \(k_2=1.0/0.024^2=1736.1\) nm\(^{-4}\)s\(^{-1}\), so
\[
t_2=(1071+1364)\ \text{s}=2435\ \text{s}.
\]
The first term is the time diffusion alone would take; the second is added by the interface. They are equal at \(N_0=2k_2/R_2=2s\). Films much thinner than this are dominated by the interface and convert in a time nearly proportional to thickness. The opposite limit, a square law, needs \(N_0\gg2s\). Condition (\ref{hc}) reads \(N_0\le(k_1/k_2)s\), which is \(2.38s\) here, so no film with a strict first stage reaches that limit for the present values. In the 30 nm film the two terms are comparable. The atom-by-atom count gives 449.5 s and 2432.9 s for the two stages.

The final layer is
\[
x_2=v_2N_0=0.024\times2727.3\ \text{nm}=65\ \text{nm},
\]
and the total silicon consumed is \(v_{\rm Si}N_0=55\) nm, twice the first-stage amount, because the ratio Si:Ni has risen from 1:2 to 1:1. A silicon layer thinner than this could not complete the conversion.

\subsection*{(e) The same film without an interface barrier}

For \(R_2\to\infty\), \(s=0\) and \(J_2=k_2/n_2\). The critical amount (\ref{critical}) falls to zero, so NiSi can grow from the start. Define
\[
\kappa=\frac{k_1}{k_2}=\frac{4132.2}{1736.1}=2.380,\qquad r=\frac{n_2}{n_1},
\]
and a reduced time \(u\) through \(dt=(n_1n_2/k_2)\,du\). Multiplying (\ref{r1}) and (\ref{r2}) by \(n_1n_2/k_2\),
\[
\frac{dn_1}{du}=\kappa n_2-n_1,\qquad
\frac{dn_2}{du}=2n_1-\kappa n_2 .
\]
The ratio then obeys
\begin{align*}
\frac{dr}{du}&=\frac{1}{n_1}\frac{dn_2}{du}-\frac{r}{n_1}\frac{dn_1}{du}\\
&=(2-\kappa r)-r(\kappa r-1)\\
&=-\left[\kappa r^2+(\kappa-1)r-2\right].
\end{align*}
The bracket is negative at \(r=0\) and has one positive root \(\rho\). Below \(\rho\) the ratio rises, above it the ratio falls, so layers that start from negligible amounts settle at
\begin{equation}
\rho=\frac{-(\kappa-1)+\sqrt{(\kappa-1)^2+8\kappa}}{2\kappa}. \label{rho}
\end{equation}
For \(\kappa=2.380\) this is \(\rho=0.6715\). Inserting \(n_2=\rho n_1\) in (\ref{balance}),
\[
n_1=\frac{N_0}{2+\rho}=\frac{2727.3}{2.6715}=1020.9\ \text{nm}^{-2},
\]
\[
n_2=\rho n_1=685.5\ \text{nm}^{-2}.
\]
The thicknesses at nickel exhaustion are
\[
x_1=33.7\ \text{nm},\qquad x_2=16.5\ \text{nm}.
\]

The same 30 nm of nickel gives 45 nm and 0 with the barrier. Both pairs satisfy (\ref{balance}); kinetics selects between them. Since \(\rho\) does not depend on \(N_0\), thinning the film does not restore a strict sequence in this diffusion-limited model. A fast Ni\(_2\)Si layer makes NiSi thin but does not remove it: for \(\kappa\gg1\) the leading terms of the quadratic give \(\rho\simeq2/\kappa\), which vanishes only as \(\kappa\to\infty\).

\subsection*{(f) A 90 nm film with the barrier}

Now \(N_0=90/0.011=8181.8\) nm\(^{-2}\), above the limit \(k_1/R_2=4132.2\) nm\(^{-2}\). NiSi starts to grow when Ni\(_2\)Si reaches \(n_{1c}\), with metal still present. Let \(m=n_2+s\), so that \(J_2=k_2/m\), and use \(dt=(n_1m/k_2)\,du\) with \(u=0\) at this onset. As in part (e),
\begin{equation}
\frac{dn_1}{du}=\kappa m-n_1,\qquad
\frac{dm}{du}=2n_1-\kappa m. \label{linear}
\end{equation}
The barrier has been absorbed into \(m\), and the equations are linear. At onset \(m=s\) and \(n_1=k_1/(2R_2)=\kappa s/2\), so \(dm/du=0\).

Differentiate the second equation and insert the first, then replace \(2n_1\) by \(dm/du+\kappa m\):
\begin{align*}
\frac{d^2m}{du^2}&=2\kappa m-2n_1-\kappa\frac{dm}{du}\\
&=\kappa m-(1+\kappa)\frac{dm}{du}.
\end{align*}
A trial solution \(e^{\lambda u}\) requires \(\lambda^2+(1+\kappa)\lambda-\kappa=0\), hence
\[
\lambda_\pm=\frac{-(1+\kappa)\pm\sqrt{(1+\kappa)^2+4\kappa}}{2}.
\]
The combination with \(m(0)=s\) and zero initial slope is
\begin{equation}
m=s\,\frac{\lambda_+e^{\lambda_-u}-\lambda_-e^{\lambda_+u}}{\lambda_+-\lambda_-}, \label{m}
\end{equation}
and, since \(\lambda_+\lambda_-=-\kappa\),
\[
\frac{dm}{du}=\kappa s\,\frac{e^{\lambda_+u}-e^{\lambda_-u}}{\lambda_+-\lambda_-},\qquad
n_1=\frac12\left(\frac{dm}{du}+\kappa m\right).
\]
The slope is positive for \(u>0\), so NiSi does grow after onset. The nickel bound in the silicides, \(2n_1+m-s\), increases at the rate \(2(\kappa m-n_1)+(2n_1-\kappa m)=\kappa m>0\). It therefore reaches \(N_0\) at one value of \(u\).

With \(s=1736.1\) nm\(^{-2}\), \(\lambda_+=0.5983\) and \(\lambda_-=-3.9784\), the numerical root is \(u=0.8397\). The exponentials are \(e^{\lambda_+u}=1.653\) and \(e^{\lambda_-u}=0.035\), and (\ref{m}) gives \(m=2502\) nm\(^{-2}\). Therefore
\[
n_2=m-s=766\ \text{nm}^{-2},\qquad n_1=3708\ \text{nm}^{-2}.
\]
The balance closes: \(2(3708)+766=8182\). The thicknesses are
\[
x_1=122\ \text{nm},\qquad x_2=18\ \text{nm}.
\]
Equation (\ref{strict}) would have given 135 nm and zero. It overstates the Ni\(_2\)Si thickness by about 10\% of the true model value, because 9.4\% of the nickel is already in NiSi. The atom-by-atom count agrees with the closed solution to about 0.01 nm in both layers.

Two limits show how the cases connect. Just above the threshold \(N_c=k_1/R_2=\kappa s\), \(u\) is small. The bound nickel is then \(N_0\simeq N_c+\kappa su\), while \(m\simeq s+\kappa su^2/2\), so to leading order
\[
n_2\simeq\frac{(N_0-N_c)^2}{2N_c}.
\]
NiSi enters quadratically, without a jump. This estimate is for small excess only: for the 90 nm film it would give 1984 nm\(^{-2}\), more than twice the value found.

For large \(u\) the \(\lambda_-\) term dies out and \(m/n_1\to2/(\kappa+\lambda_+)\). Putting \(\lambda_+=2/\rho-\kappa\) into the equation for \(\lambda\) returns the quadratic of part (e), so this limit is \(\rho\). Thus \(n_2\simeq\rho n_1-s\), and \(n_2/n_1\) tends to \(\rho\) when the layers far exceed \(s\). The 90 nm film is not there yet, with \(n_2/n_1=0.21\) against \(\rho=0.67\).

These results rest on uniform layers, mobile nickel alone, two silicides, and a flux \(J_1=k_1/n_1\) with no interface limit. A barrier at the Ni/Ni\(_2\)Si interface that caps \(J_1\) at \(R_1\) gives \(J_1=k_1/(n_1+k_1/R_1)\) and lowers the onset to \(n_{1c}=k_1/(2R_2)-k_1/R_1\); the 30 nm film then stays strict only for \(R_1\) above about 5.9 nm\(^{-2}\)s\(^{-1}\). The model shows that an interface barrier can produce a strict sequence, not that it is the cause in real Ni/Si films. Mobile silicon, a further phase or a film that breaks into islands would require a new balance at each interface. The full set of values is in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
INPUTS
Ni film thickness h0 = 30.0 nm
rough volume per Ni atom = 0.011 nm^3
rough volume per Ni2Si unit = 0.033 nm^3
rough volume per NiSi unit = 0.024 nm^3
volume per Si atom = 0.02002 nm^3
model B1 = v1^2 k1 = 4.50 nm^2/s
model B2 = v2^2 k2 = 1.00 nm^2/s
model R2 = 1.00 atoms/(nm^2 s)
k1 = 4132.2 nm^-4 s^-1
k2 = 1736.1 nm^-4 s^-1
kappa = k1/k2 = 2.3802
s = k2/R2 = 1736.1 nm^-2
MAIN FILM AT NICKEL EXHAUSTION
N0 = 2727.3 Ni atoms/nm^2
n1 = 1363.6 Ni2Si units/nm^2
Ni2Si thickness = 45.00 nm = 450.0 angstrom
NiSi thickness = 0.00 nm
Si consumed = 27.31 nm
first-stage time t1 = 450.0 s
critical Ni2Si amount n1c = 2066.1 nm^-2
critical Ni2Si thickness = 68.18 nm
critical Ni film thickness hc = 45.45 nm
column model: Ni2Si = 44.98 nm
column model: residual NiSi = 0.024 nm
column model: first-stage time = 449.5 s
MAIN FILM AFTER SECOND STAGE
final NiSi thickness = 65.45 nm
total Si consumed = 54.61 nm
diffusion part of t2 = 1071.1 s
interface part of t2 = 1363.6 s
second-stage time t2 = 2434.7 s
column model: second-stage time = 2432.9 s
MAIN FILM WITHOUT INTERFACE BARRIER, AT EXHAUSTION
rho = n2/n1 = 0.6715
n1 = 1020.9 nm^-2, n2 = 685.5 nm^-2
Ni2Si = 33.69 nm, NiSi = 16.45 nm
column: Ni2Si = 33.69 nm, NiSi = 16.44 nm
THICK FILM WITH INTERFACE BARRIER, AT EXHAUSTION
Ni film = 90.0 nm, N0 = 8181.8 nm^-2
lambda+ = 0.5983, lambda- = -3.9784, u = 0.8397
n1 = 3707.9 nm^-2, n2 = 766.1 nm^-2
Ni2Si = 122.36 nm, NiSi = 18.39 nm
column: Ni2Si = 122.36 nm, NiSi = 18.38 nm
strict-sequence Ni2Si would be 135.00 nm
share of Ni atoms in NiSi = 9.36 percent
\end{verbatim}
